# Ewald Energy from Gaussian Ionic Charges in Periodic Cells, part 1

(Sections cited here and not found follow in the second part.)

## 1. The energy and its ionic part

A periodic cell of volume $\Omega$ contains $N$ electrons with a smooth number density $n(\mathbf r)$ and ions of charge $Z_I$ at positions $\mathbf R_I$. The cell is neutral: $N=Z$, where $Z=\sum_I Z_I$. Lattice vectors are $\mathbf L$, reciprocal vectors are $\mathbf G$, and Hartree atomic units are used. Electron charge is counted as positive and ionic charge as negative. Reversing every charge leaves electrostatic energies unchanged.

Give each ion an auxiliary Gaussian of radius $\sigma_I$, and define the total density

$$
\rho_T(\mathbf r)=n(\mathbf r)-\sum_{I,\mathbf L}Z_I\,
\frac{e^{-|\mathbf r-\mathbf R_I-\mathbf L|^2/\sigma_I^2}}{\pi^{3/2}\sigma_I^3}. \tag{1}
$$

The electrostatic energy per cell is then

$$
\begin{aligned}
E={}&2\pi\Omega\sum_{\mathbf G\ne0}\frac{|\rho_{T,\mathbf G}|^2}{G^2}
-\sum_I\frac{Z_I^2}{\sqrt{2\pi}\,\sigma_I}
+\frac12\sum_{I,J,\mathbf L}{}^{'}Z_IZ_J\frac{\operatorname{erfc}(d/\gamma_{IJ})}{d}\\
&+\int_\Omega n(\mathbf r)\sum_{I,\mathbf L}u_I(|\mathbf r-\mathbf R_I-\mathbf L|)\,d^3r ,
\end{aligned} \tag{2}
$$

with

$$
d=|\mathbf R_I-\mathbf R_J-\mathbf L|,\qquad
\gamma_{IJ}^2=\sigma_I^2+\sigma_J^2,\qquad
u_I(r)=v_I(r)+Z_I\frac{\operatorname{erf}(r/\sigma_I)}{r}. \tag{3}
$$

The prime omits the term $I=J$, $\mathbf L=0$. The function $v_I$ is the local potential energy of an electron near ion $I$. The four terms are the Hartree energy of the total density, the removal of the Gaussian self energies, the overlap correction between ions, and a short-ranged remainder.

The first three terms alone are not the whole energy in general. They suffice if $v_I(r)=-Z_I\operatorname{erf}(r/\sigma_I)/r$ for every ion, because then $u_I=0$. For a point charge or a general local pseudopotential the fourth term is needed. Kinetic, exchange–correlation and nonlocal pseudopotential energies are separate from $E$.

The right side of (2) does not depend on the radii and equals the Ewald form of the energy. The proof starts from a definition that contains no Gaussians.

### Definition of the periodic energy

For a periodic function $f$ the Fourier coefficients are

$$
f_{\mathbf G}=\frac1\Omega\int_\Omega f(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r,
\qquad f(\mathbf r)=\sum_{\mathbf G}f_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}. \tag{4}
$$

For a function localized around one point, a hat denotes the integral over all space, $\hat f(\mathbf G)=\int f e^{-i\mathbf G\cdot\mathbf r}d^3r$, without a factor $1/\Omega$.

A lattice of unit point charges has no periodic electrostatic potential unless its mean charge is removed. The kernel $g$ is therefore defined by

$$
-\nabla^2g(\mathbf r)=4\pi\Big[\sum_{\mathbf L}\delta(\mathbf r-\mathbf L)-\frac1\Omega\Big],
\qquad \int_\Omega g\,d^3r=0. \tag{5}
$$

Every coefficient of the lattice of delta functions is $1/\Omega$, and $-\nabla^2$ multiplies a coefficient by $G^2$. Hence

$$
g(\mathbf r)=\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2}. \tag{6}
$$

Near the origin $g$ behaves as $1/r$ plus a finite constant, denoted by

$$
\xi=\lim_{r\to0}\Big[g(\mathbf r)-\frac1r\Big]. \tag{7}
$$

Subtracting $1/r$ removes the infinite interaction of a point ion with itself and retains its interaction with its periodic images and with the uniform background in (5), which together give a finite result.

The local potential is written as $v_I(r)=-Z_I/r+w_I(r)$, where $w_I$ is short-ranged and integrable. The energy per cell is

$$
\begin{aligned}
E={}&\frac12\int_\Omega\!\int_\Omega n(\mathbf r)n(\mathbf r')g(\mathbf r-\mathbf r')\,d^3r\,d^3r'
-\sum_IZ_I\int_\Omega n(\mathbf r)g(\mathbf r-\mathbf R_I)\,d^3r\\
&+\int_\Omega n(\mathbf r)\sum_{I,\mathbf L}w_I(|\mathbf r-\mathbf R_I-\mathbf L|)\,d^3r+E_{II},
\end{aligned} \tag{8}
$$

$$
E_{II}=\frac12\sum_{I\ne J}Z_IZ_J\,g(\mathbf R_I-\mathbf R_J)+\frac{\xi}{2}\sum_IZ_I^2. \tag{9}
$$

The zero mean of $g$ is a choice, and neutrality makes it harmless. If a constant $c$ is added to $g$, then $\xi$ also rises by $c$, and the energy changes by

$$
\frac c2N^2-cNZ+\frac c2\Big(\sum_{I\ne J}Z_IZ_J+\sum_IZ_I^2\Big)=\frac c2(N-Z)^2, \tag{10}
$$

which vanishes for $N=Z$.

### The boundary condition

A periodic potential has no average electric field, since the integral of its gradient over a cell is zero. This is the conducting, or tin-foil, boundary condition. It matters if the repeated neutral unit has a dipole $\mathbf D$.

To see the difference, consider a large cube-shaped block of cubic cells in vacuum. Near its centre, the block potential and the periodic potential have the same sources, so their difference is harmonic. Moving the block by one lattice vector changes only layers at its surface. A layer has a number of cells proportional to the square of the block size, while a dipole field falls as the inverse cube of distance, so this change of field vanishes for a large block. The gradient of the difference is thus periodic as well as harmonic, and is therefore constant. Its value is fixed by the average field.

The polarization $\mathbf P=\mathbf D/\Omega$ produces surface charge. For $\mathbf P$ along a cube axis, two faces carry charge densities $\pm P$. The normal field of a face at the centre is its charge density times its solid angle, $4\pi/6$. The two faces add to a field $-4\pi\mathbf P/3$, and linearity extends this to any direction of $\mathbf P$. Up to a constant, the block potential exceeds the periodic one by $(4\pi/3)\mathbf P\cdot\mathbf r$. The factor $1/2$ in the interaction energy then gives

$$
E_{\text{cube}}-E=\frac12\,\frac{4\pi}{3}\,\mathbf P\cdot\mathbf D=\frac{2\pi D^2}{3\Omega}. \tag{11}
$$

For $\mathbf D=0$ the direct sum over neutral cells approaches $E$ itself. This gives a way to calculate the energy without any Ewald splitting.

### Electrostatics of Gaussians

Let $\rho_\sigma(r)=e^{-r^2/\sigma^2}/(\pi^{3/2}\sigma^3)$ be a unit Gaussian. Its potential is

$$
\phi_\sigma(r)=\frac{\operatorname{erf}(r/\sigma)}r . \tag{12}
$$

To verify this, use the radial Poisson equation $(r\phi_\sigma)''=-4\pi r\rho_\sigma$. The first derivative of $\operatorname{erf}(r/\sigma)$ is $2e^{-r^2/\sigma^2}/(\sqrt\pi\,\sigma)$, and its second derivative is

$$
-\frac{4r}{\sqrt\pi\,\sigma^3}e^{-r^2/\sigma^2}=-4\pi r\rho_\sigma(r). \tag{13}
$$

The potential is finite at the origin and tends to $1/r$ at large distance, as required for unit charge.

The transform of the Gaussian is $\hat\rho_\sigma(\mathbf G)=e^{-\sigma^2G^2/4}$. The interaction of two Gaussians is $1/r$ convolved with both of them. Their transforms multiply, so the two convolutions amount to one with a Gaussian of squared radius $\gamma^2=\sigma^2+\sigma'^2$. At separation $d$ the interaction is therefore

$$
W(d)=\frac{\operatorname{erf}(d/\gamma)}d . \tag{14}
$$

For radii $1.0$ and $0.8$ bohr and $d=1.5$ bohr, direct quadrature and (14) both give $0.601583$ hartree.

The self energy of a Gaussian of charge $Z_I$ is half its interaction with a copy at the same place. Then $\gamma=\sqrt2\,\sigma_I$, and $\operatorname{erf}x\simeq2x/\sqrt\pi$ at small $x$ gives

$$
\frac{Z_I^2}{2}\lim_{d\to0}W(d)=\frac{Z_I^2}{2}\,\frac{2}{\sqrt\pi\,\sqrt2\,\sigma_I}
=\frac{Z_I^2}{\sqrt{2\pi}\,\sigma_I}. \tag{15}
$$

This is the amount subtracted in (2).

### Splitting the periodic kernel

Define $f_\gamma(r)=\operatorname{erfc}(r/\gamma)/r=1/r-\operatorname{erf}(r/\gamma)/r$. It is the potential of a point charge screened by an opposite Gaussian, so

$$
-\nabla^2f_\gamma=4\pi(\delta-\rho_\gamma). \tag{16}
$$

Since $f_\gamma$ decays rapidly, its transform follows by dividing by $G^2$:

$$
\hat f_\gamma(\mathbf G)=\frac{4\pi}{G^2}\big(1-e^{-\gamma^2G^2/4}\big),
\qquad \hat f_\gamma(0)=\pi\gamma^2. \tag{17}
$$

The second result follows from $1-e^{-x}\simeq x$. It is finite because the screened charge is neutral, and it is nonzero because $f_\gamma$ is positive.

Now repeat $f_\gamma$ on the lattice. The translated cells tile all space and $e^{-i\mathbf G\cdot\mathbf L}=1$, so the coefficient of the repeated function is $\hat f_\gamma(\mathbf G)/\Omega$. This is Poisson summation:

$$
\sum_{\mathbf L}f_\gamma(|\mathbf r-\mathbf L|)
=\frac{\pi\gamma^2}\Omega+\frac{4\pi}\Omega\sum_{\mathbf G\ne0}
\frac{1-e^{-\gamma^2G^2/4}}{G^2}e^{i\mathbf G\cdot\mathbf r}. \tag{18}
$$

The part with the number 1 in the numerator is $g$, by (6). Rearrangement gives

$$
g(\mathbf r)=\sum_{\mathbf L}\frac{\operatorname{erfc}(|\mathbf r-\mathbf L|/\gamma)}{|\mathbf r-\mathbf L|}
+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-\gamma^2G^2/4}}{G^2}e^{i\mathbf G\cdot\mathbf r}
-\frac{\pi\gamma^2}{\Omega}. \tag{19}
$$

Both sums converge rapidly. The last term removes the mean of the real-space sum, so that $g$ has zero mean for every $\gamma$.

For $\xi$, the only singular term is $\mathbf L=0$. After subtraction of $1/r$ it becomes $-\operatorname{erf}(r/\gamma)/r$, which tends to $-2/(\sqrt\pi\,\gamma)$. Thus

$$
\xi=\sum_{\mathbf L\ne0}\frac{\operatorname{erfc}(L/\gamma)}L
+\frac{4\pi}\Omega\sum_{\mathbf G\ne0}\frac{e^{-\gamma^2G^2/4}}{G^2}
-\frac{\pi\gamma^2}\Omega-\frac2{\sqrt\pi\,\gamma}. \tag{20}
$$

### A separate width for each pair of ions

Because $g$ and $\xi$ do not depend on $\gamma$, each term of $E_{II}$ may use its own width. Choose $\gamma_{IJ}$ from (3), including $\gamma_{II}=\sqrt2\,\sigma_I$ for the terms with $\xi$.

The real-space parts of (19) and (20) give the primed erfc sum in (2). The last term of (20) gives minus the self energy (15). In the reciprocal part the exponential factorizes:

$$
e^{-\gamma_{IJ}^2G^2/4}=e^{-\sigma_I^2G^2/4}e^{-\sigma_J^2G^2/4}. \tag{21}
$$

The double sum over ions is therefore a squared modulus. Define the positive periodic density of the ionic Gaussians, $\rho_g$, by its coefficients

$$
\rho_{g,\mathbf G}=\frac1\Omega\sum_IZ_Ie^{-\sigma_I^2G^2/4}e^{-i\mathbf G\cdot\mathbf R_I}. \tag{22}
$$

The reciprocal contribution is then

$$
\frac{2\pi}\Omega\sum_{\mathbf G\ne0}\frac{|\Omega\rho_{g,\mathbf G}|^2}{G^2}
=2\pi\Omega\sum_{\mathbf G\ne0}\frac{|\rho_{g,\mathbf G}|^2}{G^2}. \tag{23}
$$

This is the Hartree energy of the ionic Gaussians. The constants in (19) and (20) add to

$$
-\frac\pi{2\Omega}\sum_{I,J}Z_IZ_J(\sigma_I^2+\sigma_J^2)
=-\frac{\pi Z}\Omega\sum_IZ_I\sigma_I^2, \tag{24}
$$

since the two squared radii contribute equally. With the notation

$$
H[\rho]=2\pi\Omega\sum_{\mathbf G\ne0}\frac{|\rho_{\mathbf G}|^2}{G^2}, \tag{25}
$$

the ionic energy becomes

$$
E_{II}=H[\rho_g]-\sum_I\frac{Z_I^2}{\sqrt{2\pi}\,\sigma_I}
+\frac12\sum_{I,J,\mathbf L}{}^{'}Z_IZ_J\frac{\operatorname{erfc}(d/\gamma_{IJ})}d
-\frac{\pi Z}\Omega\sum_IZ_I\sigma_I^2 . \tag{26}
$$

For equal radii, set $\eta=1/(2\sigma^2)$, so that $\gamma=1/\sqrt\eta$. Equation (26) becomes the one-parameter Ewald energy

$$
\begin{aligned}
E_{II}={}&\frac12\sum_{I,J,\mathbf L}{}^{'}Z_IZ_J\frac{\operatorname{erfc}(\sqrt\eta\,d)}d
+\frac{2\pi}\Omega\sum_{\mathbf G\ne0}\frac{e^{-G^2/(4\eta)}}{G^2}
\Big|\sum_IZ_Ie^{-i\mathbf G\cdot\mathbf R_I}\Big|^2\\
&-\sqrt{\frac\eta\pi}\sum_IZ_I^2-\frac{\pi Z^2}{2\eta\Omega}.
\end{aligned} \tag{27}
$$

The coefficients follow from $1/(\sqrt{2\pi}\,\sigma)=\sqrt{\eta/\pi}$ and $\sigma^2=1/(2\eta)$. The last term of (27) is the Ewald background. Equation (26) contains the same term for unequal radii, whereas (2) does not show it explicitly.

## 2. The total density and the role of zero wave vector

The symbols needed from the first half are these. A neutral cell of volume $\Omega$ has electron density $n$, electron number $N$ and total ionic charge $Z=\sum_IZ_I$. Each ion has an auxiliary Gaussian of radius $\sigma_I$. Together these Gaussians form the positive density $\rho_g$, with coefficients (22), and $\rho_T=n-\rho_g$. The functional $H$ in (25) is the Hartree energy without its $\mathbf G=0$ term. The local potential is $v_I=-Z_I/r+w_I$, and the remainder is $u_I=v_I+Z_I\operatorname{erf}(r/\sigma_I)/r$. Equation (8) defines the energy. Equation (26) gives its ionic part $E_{II}$, including the background $-(\pi Z/\Omega)\sum_IZ_I\sigma_I^2$.

The ionic energy is now expressed through Gaussians with a separate radius for each ion, and it contains an explicit background term. It remains to include the electrons, show that the Gaussian form (2) equals the Ewald form of the whole energy, and check the result numerically.
